# Mini-Brillouin-zone averaging of the screened interaction for two-dimensional excitons, part 2

The binding energy of an exciton in a free-standing layer is computed on a uniform mesh, although the attraction diverges as \(1/q\) at \(\mathbf q=0\). In Hartree atomic units the attraction is
\[ w(q)=\frac{2\pi}{q\,\epsilon(q)},\qquad \epsilon(q)=1+r_0q,\qquad r_0=2\pi\alpha , \]
with \(\alpha\) the in-plane polarizability. Its real-space form \(V(r)\) tends to \(1/r\) for \(r\gg r_0\). Two parabolic bands with reduced mass \(\mu\) and momentum cutoff \(K\), on an \(N\times N\) square mesh with lattice constant \(a\), \(L=Na\) and spacing \(h=2\pi/L\), give
\[ H_{\mathbf k\mathbf k'}=\frac{k^2}{2\mu}\delta_{\mathbf k\mathbf k'}-\frac{h^2}{(2\pi)^2}\,\tilde w_{\mathbf n},\qquad \mathbf k-\mathbf k'=h\mathbf n . \]
\(E_b\) is minus the lowest eigenvalue, and \(\delta E_b\) is its mesh value minus its continuum value.

Three one-cell schemes use \(\tilde w_{\mathbf n}=w(h|\mathbf n|)\) for \(\mathbf n\ne0\) and differ in \(\tilde w_0\): zero (*drop*), the cell mean of \(2\pi/q\) (*bare*) or the cell mean of \(w\) (*avg*). They share eigenvectors. The fourth choice, *all*, averages \(w\) in every cell. For the central cell, with boundary \(\rho(\theta)\),
\[ I_0\equiv h^2\bar w_0=2\pi\,\frac{8}{r_0}\int_0^{\pi/4}\!\ln\Big(1+\frac{r_0h}{2\cos\theta}\Big)d\theta , \]
\[ E_b^{\rm avg}=E_b^{\rm drop}+\frac{I_0}{(2\pi)^2},\qquad E_b^{\rm bare}=E_b^{\rm drop}+\frac{Ch}{2\pi}. \]
The disc is a cell of equal area.

For the continuum ground state \(\psi\), with averages \(\langle\cdot\rangle\) and form factor \(F(q)=\int\psi^2e^{i\mathbf q\cdot\mathbf r}d^2r\), the first-order formula is
\[ \delta E_b^{(1)}=\frac1{(2\pi)^2}\Big[\sum_{\mathbf n}h^2\tilde w_{\mathbf n}F(h|\mathbf n|)-\int wF\,d^2q\Big]. \]
It omits relaxation of the wavefunction and its overlap with images at \(\mathbf R=L\mathbf m\), which falls as \(e^{-\kappa L}\) times powers of \(L\), with \(\kappa=\sqrt{2\mu E_b}\). At small \(h\),
\[ \delta E_b^{\rm drop}=\frac1{2\pi}\Big[Z(\tfrac12)h+r_0h^2+\Big(r_0^2-\frac{\langle r^2\rangle}4\Big)Z(-\tfrac12)h^3\Big]+O(h^5), \]
\[ \delta E_b^{\rm avg}=\frac1{2\pi}\Big[(Z(\tfrac12)+C)h+\Big(r_0^2(Z(-\tfrac12)+c_1)-\frac{\langle r^2\rangle}4Z(-\tfrac12)\Big)h^3-\frac{r_0^3h^4}6\Big]+O(h^5), \]
\[ \delta E_b^{\rm bare}=\frac1{2\pi}\Big[(Z(\tfrac12)+C)h+r_0h^2+O(h^3)\Big]. \]
Here \(Z\) is the continued lattice sum \(Z(s)={\sum_{\mathbf n}}'|\mathbf n|^{-2s}\) without \(\mathbf n=0\), with \(Z(\tfrac12)=-3.900265\), \(Z(-\tfrac12)=-0.228824\), \(C=3.525494\) and \(c_1=0.382598\). The leading *drop* term, \(Z(\tfrac12)/L\), is the Madelung term. The ratio drop/avg tends to 10.41 as \(h\to0\).

The Gaussian test density has \(\langle r^2\rangle=400\) bohr² and \(r_0=60\) bohr. The worked example has \(\mu=0.25\), \(r_0=60\) bohr, \(a=6\) bohr and \(K=1.2\) bohr⁻¹.

## Averaging all cells

The cell mean \(\bar w(\mathbf q)=h^{-2}\int_{\rm cell}w(\mathbf q+\mathbf p)\,d^2p\) is a convolution with a normalized box. In real space it multiplies \(V\) by the transform of the box,
\[ s(\mathbf r)=\frac{\sin(hx/2)}{hx/2}\,\frac{\sin(hy/2)}{hy/2}=1-\frac{h^2r^2}{24}+O(h^4), \]
from \(\sin u/u=1-u^2/6\). Sampling \(\bar w\) on the mesh periodizes the product, so the exciton feels \(\sum_{\mathbf R}V(\mathbf r+\mathbf R)s(\mathbf r+\mathbf R)\). The term \(\mathbf R=0\) changes the binding by \(-h^2\langle r^2V\rangle/24\).

At the images \(s\) vanishes, since \(hL/2=\pi\), and this removes the Madelung term. What remains follows by expanding in \(\mathbf r\). For \(\mathbf R=(Lm,0)\), \(m>0\), put \(u=hx/2\). Then \(\sin(\pi m+u)/(\pi m+u)=(-1)^m[u/(\pi m)-u^2/(\pi m)^2+\dots]\). For \(L\gg r_0\), \(V\approx1/|\mathbf r+\mathbf R|=h/(2\pi m)-xh^2/(2\pi m)^2+\dots\). The part of the product linear in \(x\) averages to zero. The \(x^2\) part has two equal contributions, each \(-(-1)^mx^2h^3/(8\pi^3m^3)\). Images off the axes start with \(xy\), which averages to zero at this order. Four axis directions and \(\langle x^2\rangle=\langle r^2\rangle/2\) give
\[ \delta E_b^{\rm all}=-\frac{h^2\langle r^2V\rangle}{24}+\frac{\eta\,\langle r^2\rangle h^3}{2\pi^3}+\dots,\qquad\eta=1-\frac18+\frac1{27}-\dots\approx0.90 . \]
Relaxation enters at \(h^4\). The \(h^2\) law was tested on the Gaussian density: \(\delta E_b/h^2\) is \(-0.35997\) at \(h=0.002\) and \(-0.36579\) at \(h=0.001\), the extrapolation \(2(-0.36579)+0.35997=-0.37161\) Ha bohr² removes the \(h^3\) term, and the real-space integral gives \(-\langle r^2V\rangle/24=-0.37161\). The slope between the two points, \(0.00582/0.001=5.82\), agrees with \(400\times0.90/(2\pi^3)=5.8\).

## Procedure

1. Obtain \(r_0\) from the slope of \(\epsilon(q)\) at small \(q\), and compute \(I_0\) from the angular integral. In a code that is periodic normal to the layer, the forms \(2\pi/q\) and \(1+r_0q\) appear only if the Coulomb interaction between the periodic copies is truncated; without truncation the small-\(q\) behaviour depends on the vacuum size and the slope is not \(r_0\).
2. For *all*, average the other cells by tensor Gauss-Legendre rules, of high order in the first shells, where the singularity lies half a cell from the edge of the nearest cells, and of low order beyond.
3. With \(2M+1\) points per direction the differences span \(-2M\) to \(2M\). Apply the kernel by FFT with a period of at least \(4M+1\), so that the circular convolution does not wrap.
4. Find the lowest state by Davidson iteration, dividing the residual by \(k^2/2\mu\) plus a constant of the size of \(E_b\). This route was tested against dense diagonalization at \(N=12\).

## Worked example

The parameters are round model values, \(\mu=0.25\), \(r_0=60\) bohr, \(a=6\) bohr, with \(K=1.2\) bohr⁻¹; all figures are in the numerical output below. The continuum reference is \(E_b=0.024786\) Ha \(=0.674\) eV, from a Gaussian basis and, as a test, from radial shooting in \(V(r)\), with \(\langle r^2\rangle=326.0\) bohr² and \(\langle r^2V\rangle=7.409\) Ha bohr². It is the limit of this model and leaves out Bloch overlaps, local fields, finite thickness, exchange and nonparabolic bands. Raising \(K\) to 1.8 bohr⁻¹ changes \(E_b\) by \(7.5\times10^{-8}\) Ha at \(N=24\).

At \(N=24\), \(L=144\) bohr, \(r_0h=2.618\) and \(h^2/(2\pi)^2=1/144^2=1/20736\) bohr⁻². The cell mean of \(w\) is 311.697 Ha bohr², so the shift is \(311.697/20736=0.015032\) Ha and \(E_b^{\rm avg}=0.008406+0.015032=0.023438\) Ha. The bare mean 507.671 gives 0.024483 Ha and \(E_b^{\rm bare}=0.032889\) Ha. The disc gives 313.482, a change of \(1.785/20736=8.6\times10^{-5}\) Ha, or 6% of the size of the *avg* error. In the cell \((1,0)\) the mean is 44.274 against the point value 39.801. The four nearest cells then carry \(4\times4.473/20736=8.6\times10^{-4}\) Ha before weighting with \(F\), compared with the full difference \(0.024539-0.023438=1.10\times10^{-3}\) Ha between *all* and *avg*.

Errors from diagonalization, in \(10^{-3}\) Ha:

| \(N\) | \(r_0h\) | drop | bare | avg | all |
|---|---|---|---|---|---|
| 12 | 5.24 | −22.48 | +26.48 | +0.310 | +0.943 |
| 24 | 2.62 | −16.38 | +8.10 | −1.348 | −0.247 |
| 48 | 1.31 | −10.15 | +2.09 | −0.988 | −0.100 |
| 96 | 0.65 | −5.79 | +0.33 | −0.587 | −0.031 |

At \(N=48\) the errors relative to the reference are −41%, +8.4%, −4.0% and −0.40%, and the binding energies are 0.398, 0.731, 0.648 and 0.672 eV. The ratio drop/avg is 12.15, 10.28 and 9.87 for \(N=24,48,96\), near the limit 10.41 although \(r_0h\) is not small. This does not confirm the limit: at \(N=24\) the linear terms alone, \(-3.900/144=-27.1\times10^{-3}\) and \(-0.3748/144=-2.60\times10^{-3}\) Ha, are far from both errors. The first-order formula was tested against diagonalization at \(N=48\) and 96; for *all* it gives \(-1.003\times10^{-4}\) and \(-3.067\times10^{-5}\) Ha against \(-1.001\times10^{-4}\) and \(-3.073\times10^{-5}\) Ha. The last difference has the size and sign of the cutoff effect.

At \(N=96\), \(h=0.01091\), the *drop* series gives \((-0.04255+0.00714-0.00105)/2\pi=-5.80\times10^{-3}\) Ha against \(-5.79\times10^{-3}\). At \(N=24\) it gives \((-0.17018+0.11423-0.06688)/2\pi=-1.95\times10^{-2}\) Ha against \(-1.64\times10^{-2}\), and the series is no longer usable. The *avg* error falls by factors 1.36 and 1.68 on doubling \(N\) from 24 to 48 to 96, short of the asymptotic 2. For *all* at \(N=96\) the two terms are \(-3.67\times10^{-5}\) and \(326\times0.90\times0.01091^3/(2\pi^3)=+0.61\times10^{-5}\), in sum \(-3.06\times10^{-5}\) Ha. The \(h^3\) term accounts for the error being smaller than the \(h^2\) law on that mesh.

The row \(N=12\) breaks the pattern. The *avg* error is positive and small, the ratio drop/avg is −72.5, and *all* is worse than *avg*. The first-order value for *avg* is \(-1.017\times10^{-3}\) Ha, so \(+1.33\times10^{-3}\) Ha comes from terms outside that formula, against about \(10^{-5}\) Ha at \(N=24\). With \(\kappa=\sqrt{0.5\times0.024786}=0.111\) bohr⁻¹, \(\kappa L\) is 8.0 and 16.0 on these meshes. The drop by more than a factor 100 is steeper than the factor 64 of an \(h^6\) term, which suggests image overlap as the main source; this is a conjecture, since overlap and relaxation were not separated. The small *avg* error at \(N=12\) is a cancellation of two larger ones.

For a target error of \(2\times10^{-4}\) Ha (5.4 meV, 0.8% of \(E_b\)) the estimates are \(N=3234\) for *drop* (series), 308 for *avg* and 29.6 for *all* (first-order sums). The leading terms alone give \(3.900/(6\times2\times10^{-4})=3250\) and \(0.3748/(6\times2\times10^{-4})=312\). The ratios of k points are 110 and 108. Only the last estimate was checked by diagonalization, which gives \(-1.96\times10^{-4}\) Ha at \(N=30\). The second ratio belongs to this target, since the two schemes have different orders.

## Choosing the setting

The mesh must first hold the exciton. In the example the first-order description works at \(\kappa L=16\) and fails at 8, and no treatment of \(\mathbf q=0\) changes the eigenvector.

The number to inspect next is \(r_0h\). At 1.3 and 2.6 the *bare* average overbinds by more than *avg* underbinds, as tested, and on such meshes the dielectric function belongs inside the average. At 0.65 the order is reversed by the partial cancellation in the *bare* error. What *avg* keeps on fine meshes is the absence of an \(h^2\) term, which makes it the better scheme to extrapolate.

For absolute binding energies *all* gave the smallest error on the tabulated meshes with \(N\ge24\). This does not hold on every finer mesh: the *bare* error is positive at \(N=96\) and negative for \(h\to0\), so it passes through zero in between, and close to that zero it is the smaller one by cancellation. For spacings between isotropic levels the series predict another ordering in the limit of small \(h\), not tested here: the state-independent terms cancel, the one-cell schemes err by \(-Z(-\tfrac12)h^3/8\pi\) times the difference of \(\langle r^2\rangle\), and *all* errs at order \(h^2\). This ordering sets in only when the mesh is fine on the scale of the larger state. On coarser meshes the \(h^3\) term of *all*, which grows with \(\langle r^2\rangle\), offsets much of its \(h^2\) term, and *all* can still give the smaller error.

Extrapolation linear in \(1/N\) is justified for the one-cell schemes when \(r_0h\ll1\). From \(N=48\) and 96 it leaves \(2(-5.794)+10.15=-1.44\) for *drop* and \(2(-0.587)+0.988=-0.19\) for *avg*, in \(10^{-3}\) Ha. For *bare* it leaves the same \(-1.44\) as for *drop*, since the two differ by a term linear in \(h\); this is worse than the *bare* error at \(N=96\) itself, so \(r_0h\) is not yet small enough there. In the same regime the known linear term can be subtracted: at \(N=96\) it is \(-0.374771\times0.01091/2\pi=-0.651\times10^{-3}\) Ha, which turns the *avg* error \(-0.587\times10^{-3}\) Ha into \(+0.064\times10^{-3}\) Ha.

An environment with \(\epsilon=\kappa_e+r_0q\) gives \(w=\kappa_e^{-1}\,2\pi/[q(1+r_0q/\kappa_e)]\), so the formulas hold with \(r_0\to r_0/\kappa_e\) and an overall factor \(1/\kappa_e\) on the interaction. For another cell shape or a direction-dependent \(r_0\), the radial integral is unchanged and \(I_0=2\pi\int_0^{2\pi}d\theta\,\ln[1+r_0(\theta)\rho(\theta)]/r_0(\theta)\). The constants \(Z\), \(C\) and \(c_1\), and with them the gain 10.41, belong to the square mesh. The averages are no better than the form of \(\epsilon(q)\) put into them, and \(1+r_0q\) ceases to describe a real layer when the averaged cells reach \(q\) near the inverse thickness.

## Computed results

```
mu = 0.25 m_e, r0 = 60.0 bohr, a = 6.0 bohr, K = 1.2 1/bohr
Z(1/2) = -3.900265, Z(-1/2) = -0.228824, Z(-3/2) = 0.029394
C = 3.525494, c1 = 0.382598, 2 sqrt(pi) = 3.544908
Z(1/2)+C = -0.374771, Z(-1/2)+c1 = 0.153774
limiting gain Z(1/2)/(Z(1/2)+C) = 10.4071
Gaussian test: <r^2> = 400.0 bohr^2, h = 0.002 1/bohr
  drop: sum -1.2043135e-03 Ha, series -1.2043154e-03 Ha
  drop remainder 1.872e-09 Ha, h^5 term 1.887e-09 Ha
  avg: sum -1.1864411e-04 Ha, series -1.1865087e-04 Ha
  all: dE/h^2 = -0.35997 (h=0.002), -0.36579 (h=0.001) Ha bohr^2
  extrapolated -0.37161, -<r^2V>/24 = -0.37161 Ha bohr^2
E_b Gaussian basis = 0.02478625 Ha = 0.67447 eV
E_b shooting = 0.02478625 Ha
<r^2> = 326.02 bohr^2, <r^2 V> = 7.4086 Ha bohr^2
N=24 cell mean of w = 311.697 Ha bohr^2
N=24 cell mean of 2pi/q = 507.671 Ha bohr^2
N=24 disc mean of w = 313.482 Ha bohr^2
N=24 w(h) = 39.801, mean in cell (1,0) = 44.274 Ha bohr^2
N=24 rigid shift avg = 0.015032 Ha, bare = 0.024483 Ha
N=24 change of E_b for K 1.2 -> 1.8: 7.52e-08 Ha
N=12: h = 0.08727 1/bohr, L = 72 bohr, r0 h = 5.236
  E_b (Ha): drop 0.002301 bare 0.051267 avg 0.025096 all 0.025729
  error (Ha): drop -2.248e-02 bare +2.648e-02 avg +3.100e-04 all +9.428e-04
  1st order (Ha): drop -2.381e-02 bare +2.515e-02 avg -1.017e-03 all -1.569e-04
  |drop/avg| = 72.53, -h^2<r^2V>/24 = -2.351e-03 Ha
N=24: h = 0.04363 1/bohr, L = 144 bohr, r0 h = 2.618
  E_b (Ha): drop 0.008406 bare 0.032889 avg 0.023438 all 0.024539
  error (Ha): drop -1.638e-02 bare +8.103e-03 avg -1.348e-03 all -2.474e-04
  1st order (Ha): drop -1.639e-02 bare +8.094e-03 avg -1.357e-03 all -2.516e-04
  |drop/avg| = 12.15, -h^2<r^2V>/24 = -5.877e-04 Ha
N=48: h = 0.02182 1/bohr, L = 288 bohr, r0 h = 1.309
  E_b (Ha): drop 0.014636 bare 0.026877 avg 0.023798 all 0.024686
  error (Ha): drop -1.015e-02 bare +2.091e-03 avg -9.878e-04 all -1.001e-04
  1st order (Ha): drop -1.015e-02 bare +2.091e-03 avg -9.878e-04 all -1.003e-04
  |drop/avg| = 10.28, -h^2<r^2V>/24 = -1.469e-04 Ha
N=96: h = 0.01091 1/bohr, L = 576 bohr, r0 h = 0.654
  E_b (Ha): drop 0.018992 bare 0.025113 avg 0.024199 all 0.024756
  error (Ha): drop -5.794e-03 bare +3.268e-04 avg -5.871e-04 all -3.073e-05
  1st order (Ha): drop -5.794e-03 bare +3.269e-04 avg -5.870e-04 all -3.067e-05
  |drop/avg| = 9.87, -h^2<r^2V>/24 = -3.673e-05 Ha
N=48 E_b (eV): drop 0.3983 bare 0.7314 avg 0.6476 all 0.6717
target error 2.0e-04 Ha = 5.44 meV
N needed: drop 3234, avg 308, all 29.6
k-point ratios: drop/avg 110, avg/all 108
diagonalized error, all, N=30: -1.958e-04 Ha
```
